# How Dense Must Donors Be to Lose Their Bound Electrons?: a program that tests the result

```python
"""
Mott criterion from a Thomas-Fermi screened donor.

Result under test: with U(r) = -exp(-k r)/r and k^2 = 4 k_F/(pi a_B),
    n^(1/3) a_B = pi/(4 (3 pi^2)^(1/3)) * (k a_B)^2.
A 1s trial orbital loses binding at k a_B = 1 (giving about 0.25), while
the Schroedinger equation loses its last bound state near k a_B = 1.19
(giving about 0.36).

Symbols: n electron density, a_B effective Bohr radius, k inverse screening
length, k_F Fermi wave number, g number of equivalent isotropic valleys.
Model units: length a_B, energy hbar^2/(m a_B^2) = 2 effective Rydberg.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

pi = np.pi


def screening_squared(n, g=1):
    """Derived formula for k^2 in model units."""
    return 4 / pi * g ** (2 / 3) * (3 * pi**2 * n) ** (1 / 3)


def critical_coefficient(threshold, g=1):
    """Derived n^(1/3) a_B at which k a_B equals threshold."""
    return pi * threshold**2 / (4 * g ** (2 / 3) * (3 * pi**2) ** (1 / 3))


# --- Screening strength from an explicit count of plane waves in a unit box
m = np.arange(-42, 43)
radius_sq = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
count = {R: 2 * np.count_nonzero(radius_sq <= R * R) for R in (38, 40, 42)}
energy_step = ((2 * pi * 42) ** 2 - (2 * pi * 38) ** 2) / 2
for g in (1, 6):
    counted = 4 * pi * g * (count[42] - count[38]) / energy_step
    assert abs(counted / screening_squared(g * count[40], g) - 1) < 0.01

# --- The Yukawa form is the transform of 4 pi/(q^2 + k^2)
for q, k in ((0.7, 1.0), (2.0, 0.6)):
    transform = 4 * pi / q * quad(
        lambda r: np.sin(q * r) * np.exp(-k * r), 0, 60, limit=300)[0]
    assert abs(transform - 4 * pi / (q * q + k * k)) < 1e-7


# --- 1s trial orbital: energies by quadrature, then the best threshold
def trial_energy_quadrature(lam, k):
    top = 45 / lam
    kinetic = quad(lambda r: 2 * lam**3 * (1 - lam * r)**2
                   * np.exp(-2 * lam * r), 0, top)[0]
    potential = quad(lambda r: -4 * lam**3 * r
                     * np.exp(-(2 * lam + k) * r), 0, top)[0]
    return kinetic + potential


def trial_energy_formula(lam, k):
    return lam**2 / 2 - 4 * lam**3 / (2 * lam + k) ** 2


for lam, k in ((0.5, 0.8), (0.9, 0.3), (0.3, 1.4)):
    assert abs(trial_energy_quadrature(lam, k)
               - trial_energy_formula(lam, k)) < 1e-8


def trial_threshold(lam):
    return brentq(lambda k: trial_energy_quadrature(lam, k), 0, 3)


best = minimize_scalar(lambda lam: -trial_threshold(lam),
                       bounds=(0.2, 1.2), method="bounded")
lam_best, k_trial = best.x, -best.fun
assert abs(k_trial - 1) < 1e-6 and abs(lam_best - 0.5) < 1e-3


# --- Better trial function u = 1 - exp(-s k r), constant at large r
def flat_bound(s):
    return 4 * np.log((1 + s) ** 2 / (1 + 2 * s)) / s


for s in (0.8, 1.5):
    slope_part = quad(lambda x: (s * np.exp(-s * x)) ** 2, 0, 60)[0]
    well_part = quad(lambda x: np.expm1(-s * x) ** 2 * np.exp(-x) / x,
                     0, 60)[0]
    assert abs(2 * well_part / slope_part - flat_bound(s)) < 1e-7
best = minimize_scalar(lambda s: -flat_bound(s), bounds=(0.5, 4),
                       method="bounded")
s_best, k_flat = best.x, -best.fun

# A slow cutoff makes it normalizable and keeps the energy negative
k_test, cutoff = 1.18, 1e-3


def cutoff_energy_density(r):
    decay = np.exp(-cutoff * r)
    inner = np.exp(-s_best * k_test * r)
    u = (1 - inner) * decay
    du = s_best * k_test * inner * decay - cutoff * u
    return du**2 / 2 - u**2 * np.exp(-k_test * r) / r


cutoff_energy = (quad(cutoff_energy_density, 0, 30, limit=200)[0]
                 + quad(cutoff_energy_density, 30, 20000, limit=400)[0])
assert cutoff_energy < 0


# --- True threshold: zero-energy solution with zero slope far away
def far_slope(kappa):
    x0 = 1e-6
    start = [x0 - x0**2 / kappa, 1 - 2 * x0 / kappa]
    sol = solve_ivp(
        lambda x, y: [y[1], -2 / kappa * np.exp(-x) / x * y[0]],
        (x0, 40), start, method="DOP853", rtol=1e-9, atol=1e-12)
    return sol.y[1, -1]


k_true = brentq(far_slope, 1.05, 1.35, xtol=1e-8)
assert k_trial < k_flat < k_true and k_true - k_flat < 2e-3


# --- Independent check by diagonalizing the radial Hamiltonian in a box
def lowest_energy(k, box=200.0, points=10000):
    h = box / (points + 1)
    r = h * np.arange(1, points + 1)
    diagonal = 1 / h**2 - np.exp(-k * r) / r
    off = np.full(points - 1, -0.5 / h**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


energy_11, energy_13 = lowest_energy(1.1), lowest_energy(1.3)
assert energy_11 < -1e-3 and energy_13 > 0
assert np.all(trial_energy_formula(np.linspace(0.01, 3, 600), 1.1) > 0)

c_trial, c_true = critical_coefficient(1), critical_coefficient(k_true)
c_six = critical_coefficient(1, 6)

# --- Doped silicon, rough material inputs
eps_r, m_t, m_l = 12.0, 0.19, 0.92
binding_meV, n_observed = 45.0, 4e18
mass = 3 / (2 / m_t + 1 / m_l)
angular = quad(lambda c: 0.5 * 3 * c**2 * 0 + 0.5 * (
    c**2 / m_l + (1 - c**2) / m_t), -1, 1)[0]
assert abs(angular * mass - 1) < 1e-10

eps = eps_r * const.epsilon_0
m_eff = mass * const.m_e
a_mass = 4 * pi * eps * const.hbar**2 / (m_eff * const.e**2)
rydberg_meV = const.e / (8 * pi * eps * a_mass) * 1e3
a_bind = const.e / (8 * pi * eps * binding_meV * 1e-3)


def density_cm3(coefficient, radius):
    return (coefficient / radius) ** 3 * 1e-6


def fermi_energy(n, g):
    return const.hbar**2 * (3 * pi**2 * n / g) ** (2 / 3) / (2 * m_eff)


# SI check: screening length from a numerical density of states
ratios, lengths = {}, {}
for g in (1, 6):
    n_si = density_cm3(critical_coefficient(1, g), a_mass) * 1e6
    dn = 1e-4 * n_si
    dos = 2 * dn / (fermi_energy(n_si + dn, g) - fermi_energy(n_si - dn, g))
    k_si = np.sqrt(const.e**2 * dos / eps)
    lengths[g] = 1 / k_si
    ratios[g] = k_si / (2 * (3 * pi**2 * n_si / g) ** (1 / 3))
    assert abs(k_si * a_mass - 1) < 1e-6
    assert abs(ratios[g] - 2 * g / pi) < 1e-6

n_mass = density_cm3(c_trial, a_mass)
ef = fermi_energy(n_mass * 1e6, 1)
cube_root_observed = (n_observed * 1e6) ** (1 / 3)

print("MODEL (lengths in a_B, energies in effective Rydberg)")
print(f"prefactor of (k a_B)^2 in n^(1/3) a_B: {c_trial:.4f}")
print(f"k^2 a_B^2 divided by n^(1/3) a_B: {screening_squared(1):.3f}")
print(f"1s trial: best lambda a_B = {lam_best:.3f}")
print(f"1s trial: threshold k a_B = {k_trial:.4f}")
print(f"flat-tail trial: best s = {s_best:.3f}")
print(f"flat-tail trial: bound at s = 1.5: {flat_bound(1.5):.4f}")
print(f"flat-tail trial: threshold k a_B = {k_flat:.4f}")
print(f"true threshold k a_B = {k_true:.4f}")
print(f"lowest energy at k a_B = 1.1: {2 * energy_11:.5f} Ry*")
print(f"lowest box energy at k a_B = 1.3: {2 * energy_13:.5f} Ry*")
print(f"1s trial energy at k a_B = 1.1, lambda a_B = 0.5: "
      f"{2 * trial_energy_formula(0.5, 1.1):.4f} Ry*")
print(f"n^(1/3) a_B, 1s trial: {c_trial:.3f}")
print(f"n^(1/3) a_B, true threshold: {c_true:.3f}")
print(f"density ratio, true/1s trial: {(c_true / c_trial)**3:.2f}")
print(f"donor spacing n^(-1/3)/a_B, 1s trial: {1 / c_trial:.2f}")
print(f"donor spacing n^(-1/3)/a_B, true: {1 / c_true:.2f}")
print("SILICON, rough inputs")
print(f"relative permittivity (rough): {eps_r:.0f}")
print(f"valley masses (rough): {m_t:.2f}, {m_l:.2f} m_e")
print(f"phosphorus donor binding energy (rough): {binding_meV:.0f} meV")
print(f"observed critical density (rough): {n_observed:.0e} cm^-3")
print("SILICON, computed")
print(f"mean-inverse mass: {mass:.3f} m_e")
print(f"effective-mass radius: {a_mass * 1e9:.2f} nm")
print(f"effective Rydberg: {rydberg_meV:.1f} meV")
print(f"radius from binding energy: {a_bind * 1e9:.2f} nm")
for label, radius in (("effective-mass", a_mass), ("binding", a_bind)):
    print(f"n_c, {label} radius, 1s trial: "
          f"{density_cm3(c_trial, radius):.2e} cm^-3")
    print(f"n_c, {label} radius, true threshold: "
          f"{density_cm3(c_true, radius):.2e} cm^-3")
    print(f"n^(1/3) a_B at observed density, {label} radius: "
          f"{cube_root_observed * radius:.2f}")
print(f"n_c ratio, binding/effective-mass radius: "
      f"{(a_mass / a_bind)**3:.1f}")
print("Effective-mass radius, k a_B = 1:")
print(f"screening length: {lengths[1] * 1e9:.2f} nm")
print(f"Fermi energy, one valley: {ef / const.e * 1e3:.1f} meV")
print(f"Fermi temperature, one valley: {ef / const.k:.0f} K")
print(f"k/(2 k_F), one valley: {ratios[1]:.2f}")
print(f"k/(2 k_F), six valleys: {ratios[6]:.2f}")
print(f"n^(1/3) a_B, six valleys: {c_six:.4f}")
print(f"n_c, six valleys: {density_cm3(c_six, a_mass):.2e} cm^-3")
print(f"density reduction by six valleys: {(c_trial / c_six)**3:.1f}")
print("PASS")
```

Output:

```
MODEL (lengths in a_B, energies in effective Rydberg)
prefactor of (k a_B)^2 in n^(1/3) a_B: 0.2539
k^2 a_B^2 divided by n^(1/3) a_B: 3.939
1s trial: best lambda a_B = 0.500
1s trial: threshold k a_B = 1.0000
flat-tail trial: best s = 1.535
flat-tail trial: bound at s = 1.5: 1.1901
flat-tail trial: threshold k a_B = 1.1902
true threshold k a_B = 1.1906
lowest energy at k a_B = 1.1: -0.00456 Ry*
lowest box energy at k a_B = 1.3: 0.00022 Ry*
1s trial energy at k a_B = 1.1, lambda a_B = 0.5: 0.0232 Ry*
n^(1/3) a_B, 1s trial: 0.254
n^(1/3) a_B, true threshold: 0.360
density ratio, true/1s trial: 2.85
donor spacing n^(-1/3)/a_B, 1s trial: 3.94
donor spacing n^(-1/3)/a_B, true: 2.78
SILICON, rough inputs
relative permittivity (rough): 12
valley masses (rough): 0.19, 0.92 m_e
phosphorus donor binding energy (rough): 45 meV
observed critical density (rough): 4e+18 cm^-3
SILICON, computed
mean-inverse mass: 0.258 m_e
effective-mass radius: 2.46 nm
effective Rydberg: 24.4 meV
radius from binding energy: 1.33 nm
n_c, effective-mass radius, 1s trial: 1.10e+18 cm^-3
n_c, effective-mass radius, true threshold: 3.14e+18 cm^-3
n^(1/3) a_B at observed density, effective-mass radius: 0.39
n_c, binding radius, 1s trial: 6.90e+18 cm^-3
n_c, binding radius, true threshold: 1.97e+19 cm^-3
n^(1/3) a_B at observed density, binding radius: 0.21
n_c ratio, binding/effective-mass radius: 6.3
Effective-mass radius, k a_B = 1:
screening length: 2.46 nm
Fermi energy, one valley: 15.1 meV
Fermi temperature, one valley: 175 K
k/(2 k_F), one valley: 0.64
k/(2 k_F), six valleys: 3.82
n^(1/3) a_B, six valleys: 0.0769
n_c, six valleys: 3.06e+16 cm^-3
density reduction by six valleys: 36.0
PASS
```
